# Donor–acceptor stabilisation in the two-level model, and the limits of 2V²/D

## A case that can be solved by hand

Place one electron in a donor orbital $d$ and measure energies from that orbital. An empty acceptor orbital $a$ lies 8 eV higher, and the two are coupled by a matrix element of $-1$ eV. If the orbitals are orthonormal, the energies $E$ of the coupled system, in eV, satisfy

$$\det\begin{pmatrix}0-E & -1\\ -1 & 8-E\end{pmatrix}=E^2-8E-1=0 .$$

The lower root is $E=4-\sqrt{17}=-0.123$ eV. The electron's energy has fallen by 0.123 eV, close to the square of the coupling divided by the gap, $1/8=0.125$ eV. Such a lowering of the energy is called a gain below. A second electron of opposite spin can occupy the same lowered orbital and gains the same amount. The pair gains 0.246 eV, close to $2\times1/8=0.250$ eV.

This is the elementary picture of a lone pair, for example on a surface oxygen atom, facing an empty orbital on the metal centre of a deposition precursor. The numbers here are round model parameters and belong to no particular molecule.

## Assumptions and general solution

Let $d$ and $a$ be real and orthonormal. They are the two orbitals of a fixed effective one-electron Hamiltonian $h$, with

$$\langle d|h|d\rangle=e_d,\qquad \langle a|h|a\rangle=e_a=e_d+D,\qquad \langle d|h|a\rangle=V,\qquad D>0 .$$

"Fixed" means that $h$ does not respond when charge moves. The total electronic energy is then the sum of the occupied level energies, with no double-counting correction. The formulas hold in atomic units or in any other single energy unit.

Write the lower level as $E_-=e_d-\delta$, so that $\delta$ is the lowering per electron. The secular equation is

$$(e_d-E_-)(e_a-E_-)-V^2=0 .$$

The first factor is $\delta$. The second is $e_d+D-e_d+\delta=D+\delta$. Therefore

$$\delta(D+\delta)=V^2. \tag{1}$$

This quadratic, $\delta^2+D\delta-V^2=0$, has one positive root. With $R=\sqrt{D^2+4V^2}$,

$$\delta=\frac{R-D}{2}.$$

Two electrons start in $d$ with energy $2e_d$ and finish in the lower level with energy $2E_-$. The stabilisation, counted positive when the energy falls, is

$$W=2e_d-2E_-=2\delta=\sqrt{D^2+4V^2}-D. \tag{2}$$

The sign of $V$ drops out. It fixes the relative sign of the two orbitals in the lower level, not the energy.

For numerical work at small $|V|/D$, equation (2) subtracts two nearly equal numbers. Multiplying and dividing by $R+D$, and using $R^2-D^2=4V^2$, gives a form without that cancellation:

$$W=\frac{4V^2}{D+\sqrt{D^2+4V^2}}. \tag{3}$$

## The weak-coupling rule and its error

When $|V|\ll D$, the square root in (3) tends to $D$, the denominator tends to $2D$, and

$$W\approx\frac{2V^2}{D}. \tag{4}$$

The orbital falls by $V^2/D$; the factor 2 counts the electrons. To see the next terms, set $x=|V|/D$ and expand the square root in (2) with $\sqrt{1+u}=1+u/2-u^2/8+u^3/16-\dots$ and $u=4x^2$:

$$W=D\left(2x^2-2x^4+4x^6-\dots\right)=\frac{2V^2}{D}\left(1-x^2+2x^4-\dots\right).$$

This series converges for $x<1/2$, but the error of the rule can be found without it. Equation (1) gives $V^2/D=\delta(1+\delta/D)$. Dividing the rule by $W=2\delta$,

$$\frac{2V^2/D}{W}=1+\frac{\delta}{D}. \tag{5}$$

The rule therefore overestimates $W$ for every nonzero $V$, and its error relative to $W$ is $\delta/D$.

Bounds follow from (1) written as $\delta=V^2/(D+\delta)$. Since $\delta\ge0$, we have $\delta\le V^2/D$. Putting this upper limit into the denominator makes the denominator as large as it can be, so

$$\delta\ge\frac{V^2}{D+V^2/D}=\frac{V^2}{D}\,\frac{1}{1+x^2}\ge\frac{V^2}{D}(1-x^2).$$

The last step uses $(1-x^2)(1+x^2)=1-x^4\le1$. Doubling gives

$$\frac{2V^2}{D}(1-x^2)\le W\le\frac{2V^2}{D}. \tag{6}$$

Equation (5) also yields a criterion for use. If the accepted relative error is $t$, set $\delta=tD$ in (1) to obtain $x^2=t(1+t)$. The rule meets the tolerance when $x^2\le t(1+t)$. For $t=0.01$ this means $|V|/D$ up to about 0.10.

The opposite limit shows how the rule fails. As $D\to0$ at fixed $V$, equation (2) gives $W\to2|V|$, whereas $2V^2/D$ diverges. Near degeneracy the energy is linear in the coupling, and perturbation theory in $V/D$ is the wrong expansion.

## Reading the numbers

Take $e_d=-10$ eV, $e_a=-2$ eV and $V=-1$ eV. Then $D=-2-(-10)=8$ eV, $x=0.125$, and

$$W=\sqrt{64+4}-8=0.2462\ \text{eV}\quad(23.76\ \text{kJ/mol}).$$

The rule gives $2\times1/8=0.2500$ eV, or 24.12 kJ/mol. Its relative excess is $0.1231/8=1.54\%$, as (5) requires. The lower bound in (6) is $0.25\,(1-0.015625)=0.2461$ eV.

Keeping $D=8$ eV and changing the coupling gives the following values.

| $\lvert V\rvert$ (eV) | $W$ (eV) | $2V^2/D$ (eV) | excess relative to $W$ |
|---|---|---|---|
| 0.5 | 0.0623 | 0.0625 | 0.39% |
| 1.0 | 0.2462 | 0.2500 | 1.54% |
| 2.0 | 0.9443 | 1.0000 | 5.90% |
| 4.0 | 3.3137 | 4.0000 | 20.71% |

At small coupling, doubling $|V|$ nearly quadruples both $W$ and the relative error. At $|V|=4$ eV the rule is wrong by a fifth.

The sensitivity to the input parameters follows from (2). Differentiation gives $\partial W/\partial V=4V/R$. Since $4V^2=R^2-D^2=(R-D)(R+D)=W(R+D)$,

$$\frac{V}{W}\frac{\partial W}{\partial V}=\frac{4V^2}{RW}=1+\frac{D}{R}.$$

This tends to 2 at weak coupling. A small relative error in $V$ is then doubled in $W$, so the coupling deserves more care than the gap, whose relative error enters with a factor close to one.

## Where the energy comes from

The lower level is proportional to $d+\lambda a$. The first row of the eigenvalue equation reads $e_d+V\lambda=e_d-\delta$, so $\lambda=-\delta/V$. The probability of finding one electron in $a$ is

$$p=\frac{\lambda^2}{1+\lambda^2}=\frac{\delta^2}{V^2+\delta^2}
=\frac{\delta^2}{\delta(D+\delta)+\delta^2}=\frac{\delta}{D+2\delta}=\frac{\delta}{R},$$

where (1) replaced $V^2$ and $R=D+2\delta$ was used. Two electrons transfer the charge

$$q=2p=\frac{2\delta}{R}=1-\frac{D}{R}\approx\frac{2V^2}{D^2}. \tag{7}$$

Moving this charge up the gap costs $qD$. The off-diagonal part of $h$ contributes, per electron,

$$\frac{2V\lambda}{1+\lambda^2}=-\frac{2\delta V^2}{V^2+\delta^2}
=-\frac{2\delta(D+\delta)}{D+2\delta}=-\frac{2V^2}{R}.$$

The pair thus gains $4V^2/R$ from the coupling and pays $qD$ for promotion. The balance is

$$\frac{4V^2}{R}-qD=\frac{4\delta(D+\delta)-2\delta D}{R}=\frac{2\delta(D+2\delta)}{R}=2\delta=W .$$

The ratio of cost to gain is $2\delta D/(4V^2)=D/[2(D+\delta)]$, which tends to one half. At leading order the coupling supplies $4V^2/D$, promotion takes back $2V^2/D$, and $2V^2/D$ remains.

In the example, $R=8.246$ eV and $q=0.246/8.246=0.0299$ electrons, against 0.0313 from the leading-order formula. The gain is 0.485 eV and the cost is $0.0299\times8=0.239$ eV; their difference is $W$ within rounding. A transfer of only 0.03 electrons accompanies a stabilisation of a quarter of an electronvolt.

The charge also measures the response to the gap. At fixed $V$,

$$\frac{\partial W}{\partial D}=\frac{D}{R}-1=-q. \tag{8}$$

The finite-difference slope in the example, $-0.0299$, confirms this. If a change of ligand raised the acceptor by 0.1 eV without changing $V$, $W$ would fall by about 0.003 eV.

## How electrons in the acceptor reduce the gain

The trace of $h$ does not change when it is diagonalised, so $E_-+E_+=e_d+e_a$. The lower level falls by $\delta$, and the upper level must rise by $\delta$. With $n_-$ electrons in the lower level and $n_+$ in the upper, compared with the same numbers in $d$ and $a$, the total lowering is

$$(n_--n_+)\,\delta. \tag{9}$$

One, two, three and four electrons gain $\delta$, $2\delta$, $\delta$ and zero. Diagonalisation in the full many-electron space gives 0.123, 0.246, 0.123 and 0.000 eV. Applying $2V^2/D$ to two filled orbitals would therefore invent a stabilisation that this model does not contain.

## What neglecting overlap requires

Atomic or fragment orbitals on different centres usually overlap. Let $S=\langle d|a\rangle$, with both orbitals still normalised and $|S|<1$. If the zero of energy is moved by $c$, then $h$ becomes $h+c$ and

$$V\to\langle d|h+c|a\rangle=V+cS .$$

The matrix element $V$ now depends on an arbitrary choice, while the stabilisation cannot. Inserting $V$ in (4) without stating the zero is then meaningless.

The remedy is to leave the donor unchanged and remove its component from the acceptor:

$$a'=\frac{a-Sd}{\sqrt{1-S^2}} .$$

The denominator normalises $a'$, because $\langle a-Sd|a-Sd\rangle=1-2S^2+S^2=1-S^2$. The new coupling is

$$V'=\langle d|h|a'\rangle=\frac{V-e_dS}{\sqrt{1-S^2}}=\frac{b}{\sqrt{1-S^2}},\qquad b=V-e_dS. \tag{10}$$

The combination $b$ is independent of the energy zero: the shift adds $cS$ to $V$ and $cS$ to $e_dS$. The new acceptor energy is

$$e_a'=\frac{e_a-2SV+S^2e_d}{1-S^2},$$

and the new gap is

$$D'=e_a'-e_d=\frac{e_a-2SV+S^2e_d-e_d+S^2e_d}{1-S^2}
=\frac{D-2S(V-e_dS)}{1-S^2}=\frac{D-2Sb}{1-S^2}. \tag{11}$$

The pair $d,a'$ is orthonormal and spans the same space as $d,a$. Equations (1)–(6) therefore apply with $V'$ and $D'$, provided $D'>0$. In the weak-coupling rule the factors $1-S^2$ cancel:

$$W\approx\frac{2V'^2}{D'}=\frac{2b^2}{D-2Sb}. \tag{12}$$

If also $|2Sb|\ll D$, this becomes $2b^2/D$.

Dropping $S$ altogether replaces $b$ by $V$. That is justified when $|e_dS|\ll|V|$ in the energy zero actually used, together with $|2Sb|\ll D$. A small $S$ by itself is not enough.

The example shows the size of the effect. Keep $e_d=-10$ eV, $e_a=-2$ eV and $V=-1$ eV, and let $S=0.05$. Then

$$b=-1-(-10)(0.05)=-0.5\ \text{eV},\qquad
\frac{2b^2}{D-2Sb}=\frac{0.5}{8+0.05}=0.0621\ \text{eV}.$$

The generalised eigenvalue problem gives $W=0.0619$ eV. The rule with the unmodified $V$ gives 0.2500 eV, about four times too much, although the overlap is only 5%. Now move the energy zero to the donor level. The coupling becomes $-1+10\times0.05=-0.5$ eV, $W$ stays at 0.0619 eV, and $2V^2/D=0.0625$ eV is a good estimate. With the zero at $e_d$, $V$ and $b$ coincide.

Overlap also changes the result for two filled orbitals. Four electrons fill the whole space spanned by $d$ and $a$, so their energy is $2(e_d+e_a')$. Relative to $2(e_d+e_a)$ it changes by

$$2(e_a'-e_a)=2(D'-D)=\frac{2(S^2D-2Sb)}{1-S^2}. \tag{13}$$

For $Sb<0$, as in the example, this is positive: the filled orbitals repel. The orthonormal model sets this repulsion to zero, which is one reason why $W$ alone is not an adsorption energy.

## Which gap belongs in the denominator

In a real precursor the electrons repel one another, and "the gap" can mean different things. A minimal model separates them. Return to orthonormal orbitals, and let $e_d$ and $e_a$ now be bare energies, without electron repulsion. Add a repulsion $U_d$ for two electrons in $d$, $U_a$ for two in $a$, and $J$ for each pair with one electron in $d$ and one in $a$. Exchange and density-dependent hopping are omitted.

The starting configuration $|dd\rangle$ has energy $2e_d+U_d$. Moving one electron gives $e_d+e_a+J$. The cost of the transfer is

$$D_{\rm CT}=e_a-e_d+J-U_d, \tag{14}$$

which is taken to be positive. Either the spin-up or the spin-down electron can move, and each resulting determinant is coupled to $|dd\rangle$ with magnitude $|V|$. The total squared coupling is $2V^2$. Let $|V|\ll D_{\rm CT}$, and let the configuration $|aa\rangle$, with both electrons in $a$, lie above $|dd\rangle$ by much more than $V^2/D_{\rm CT}$. Second-order perturbation theory then divides the squared coupling by the excitation cost:

$$W\approx\frac{2V^2}{D_{\rm CT}}. \tag{15}$$

The factor 2 now counts the two determinants that can be reached, one for each electron.

A different gap comes from removing and adding electrons. With the configurations assumed here, the removal level is the energy of $|dd\rangle$ minus that of one electron in $d$, namely $e_d+U_d$. The addition level is the energy needed to put a third electron in $a$, namely $e_a+2J$, because that electron meets two others. Their difference is

$$(e_a+2J)-(e_d+U_d)=D_{\rm CT}+J. \tag{16}$$

The extra $J$ has a simple origin. An electron transferred from $d$ to $a$ leaves only one electron behind to repel it, whereas an added electron meets two. For $J>0$, putting the removal–addition gap into (15) makes the estimate too small at weak coupling.

Take $e_d=-19$, $e_a=-6$, $U_d=9$, $U_a=7$, $J=4$ and $V=-1$, all in eV. The removal level is $-19+9=-10$ eV and the addition level is $-6+8=2$ eV, a gap of 12 eV. The transfer cost is $-6+19+4-9=8$ eV. Equation (15) gives $2/8=0.250$ eV, and diagonalisation gives 0.245 eV. Using 12 eV instead gives $2/12=0.167$ eV, about 32% below the diagonalised value.

The diagonalised value is slightly smaller than the 0.246 eV found without repulsion, although the transfer cost is 8 eV in both cases. The doubly transferred configuration $|aa\rangle$ explains the difference. The two one-electron-transfer determinants combine into a normalised singlet, coupled by $\sqrt2\,V$ to $|dd\rangle$ and, by the second hop, by $\sqrt2\,V$ to $|aa\rangle$. Let $A$ be the energy of $|aa\rangle$ above $|dd\rangle$. Eliminating $|aa\rangle$ and then the singlet from the three eigenvalue equations gives

$$W=\frac{2V^2}{D_{\rm CT}+W-\dfrac{2V^2}{A+W}}. \tag{17}$$

Without repulsion $A=2D=16$ eV. With it, $A=2(e_a-e_d)+U_a-U_d=26+7-9=24$ eV. A larger $A$ weakens the subtraction in the denominator and so lowers $W$. Inserting $W=0.245$ eV on the right of (17) gives $2/(8.245-0.082)=0.245$ eV, as it should.

## Using the result

For orthonormal orbitals and a fixed $h$, compute $W$ from (3), which needs the same two inputs as the rule, $V$ and $D$, and remains valid at any coupling within the model. If the orbitals overlap, form $b$ and then $V'$ and $D'$ from (10) and (11) first. Use one consistent set of matrix elements: a coupling taken from one orthogonalisation does not belong with a gap taken from another. The orthogonalisation must also leave the donor unchanged, as (10) and (11) do. A symmetric orthogonalisation alters both orbitals, so the lowering is then measured from a different donor energy. In the overlap example it would give 0.122 eV instead of 0.062 eV. If the gap comes from electron removal and addition energies, the attraction between the transferred electron and the hole it leaves must be accounted for, as the term $J$ does here. The model omits exchange. With an exchange integral $K$ between $d$ and $a$, the cost of the singlet transfer is the removal–addition gap minus $J$ plus $2K$. This extra term fades at large separation, but it need not be small at bonding distance.

The quantity obtained is the donor–acceptor part of an interaction. Electrostatics, dispersion, the repulsion between filled orbitals and the energy needed to distort the precursor and the surface lie outside it. A positive $W$ therefore does not show by itself that a precursor binds. The numerical output below lists the main values of the examples.

## Calculated quantities

```
donor energy e_d = -10.0 eV
acceptor energy e_a = -2.0 eV
coupling V = -1.0 eV, gap D = 8.0 eV
ratio |V|/D = 0.1250 (no unit)
donor level lowering delta = 0.123106 eV
pair stabilisation W = 0.246211 eV = 23.76 kJ/mol
rule 2V^2/D = 0.250000 eV = 24.12 kJ/mol
relative overestimate = 1.539 percent
lower bound on W = 0.246094 eV
transferred charge q = 0.029857 electrons
weak-coupling charge 2V^2/D^2 = 0.031250 electrons
coupling gain = 0.485071 eV
promotion cost = 0.238860 eV
slope dW/dD = -0.029858 (no unit)
lowering with 1 electrons = 0.123106 eV
lowering with 2 electrons = 0.246211 eV
lowering with 3 electrons = 0.123106 eV
lowering with 4 electrons = 0.000000 eV
scan at fixed D: |V| (eV), W (eV), rule (eV), overestimate (percent)
  0.5  0.062258  0.062500  0.39
  1.0  0.246211  0.250000  1.54
  2.0  0.944272  1.000000  5.90
  4.0  3.313708  4.000000  20.71
overlap example: S = 0.05 (no unit)
invariant coupling b = V - e_d S = -0.500 eV
stabilisation with overlap = 0.061875 eV
estimate 2b^2/(D - 2Sb) = 0.062112 eV
estimate 2b^2/D = 0.062500 eV
V with energy zero at donor level = -0.500 eV
stabilisation after moving the zero = 0.061875 eV
repulsion example: bare e_d = -19.0 eV
repulsion example: bare e_a = -6.0 eV
U_d = 9.0 eV, U_a = 7.0 eV, J = 4.0 eV
removal level = -10.0 eV
addition level = 2.0 eV
removal-addition gap = 12.0 eV
one-electron transfer cost D_CT = 8.0 eV
total squared coupling = 2.000 eV^2
stabilisation with repulsion = 0.245022 eV
estimate 2V^2/D_CT = 0.250000 eV
estimate with removal-addition gap = 0.166667 eV
```
